# Threshold Gain of a Semiconductor Slab from Its Transmission Pole

## The problem

A uniform semiconductor slab of refractive index $n=3.5$ and thickness $d=300$ µm stands in air. Light of wavelength near 1550 nm meets it at normal incidence. The slab is pumped, so that a single wave travelling through it grows in intensity as $e^{gz}$, where $g$ is the gain per unit length.

1. Find the transmitted amplitude $t$ of the slab for a given $g$.
2. Find the gain and the wavelengths at which the transmission $T=|t|^2$ diverges, and evaluate both.
3. Describe how $T$ behaves as the gain approaches this threshold.
4. Above the threshold the formula for $T$ gives finite values again. Decide whether they mean anything.

Treat the light as a plane wave and the slab as linear: $g$ does not depend on the intensity. Air has index 1, and nothing in the problem is magnetic.

## Hints

**Hint 1.** Gain can be written as an imaginary part of the refractive index. Fix its sign and size by asking that the intensity, not the field, grow as $e^{gz}$.

**Hint 2.** There is no incoming wave on the far side of the slab. Start the field matching there and work back to the front face.

**Hint 3.** A fraction diverges where its denominator vanishes and its numerator does not. The denominator here is complex, so its vanishing gives two real conditions.

**Hint 4.** For part 4, ask what happens to a pulse that bounces between the faces, and whether the sum of all its transmitted parts converges.

## Full solution

### 1. The transmitted amplitude

Take the time factor $e^{-i\omega t}$ and let $k=2\pi/\lambda$ be the wavenumber in air. A wave moving towards positive $z$ is then $e^{ikz}$ in air and $e^{iNkz}$ in the slab, with the complex index

$$N=n-\frac{ig}{2k}.$$

To check the sign and the factor 2, insert it:

$$e^{iNkz}=e^{inkz}\,e^{gz/2},\qquad |e^{iNkz}|^2=e^{gz}.$$

The field grows at the rate $g/2$ and the intensity at the rate $g$, as required.

Let the incident wave have amplitude 1 and the reflected wave amplitude $\rho$. The field is

$$E=\begin{cases}e^{ikz}+\rho e^{-ikz}, & z<0,\\ Ae^{iNkz}+Be^{-iNkz}, & 0<z<d,\\ t\,e^{ik(z-d)}, & z>d.\end{cases}$$

The tangential electric and magnetic fields are continuous at each face. In a non-magnetic medium the magnetic field is proportional to $dE/dz$, so $E$ and $dE/dz$ are both continuous. Write $p=e^{iNkd}$ for the factor gained in one crossing. At $z=d$, after division of the derivative condition by $ik$,

$$Ap+\frac{B}{p}=t,\qquad N\left(Ap-\frac{B}{p}\right)=t.$$

Divide the second equation by $N$, then add it to the first and subtract it from the first:

$$A=\frac{(N+1)\,t}{2Np},\qquad B=\frac{(N-1)\,p\,t}{2N}.$$

At $z=0$ the conditions are

$$1+\rho=A+B,\qquad 1-\rho=N(A-B).$$

Their sum removes $\rho$:

$$2=(N+1)A-(N-1)B=\frac{t}{2N}\left[\frac{(N+1)^2}{p}-(N-1)^2p\right].$$

Multiplying by $2Np$ and solving for $t$ gives

$$t=\frac{4Np}{(N+1)^2-(N-1)^2p^2}.$$

In the language of transfer matrices, these steps carry the outgoing amplitude $t$ back to the incident amplitude 1. The matrix element that does so is $1/t$, and a divergence of $t$ is a zero of this element.

The formula is easier to read in terms of the reflection amplitude $r$ of a face, seen from inside the slab:

$$r=\frac{N-1}{N+1},\qquad 1-r^2=\frac{(N+1)^2-(N-1)^2}{(N+1)^2}=\frac{4N}{(N+1)^2}.$$

Dividing the numerator and denominator of $t$ by $(N+1)^2$ gives

$$t=\frac{(1-r^2)\,p}{1-r^2p^2}.$$

This has a direct meaning. Light that enters, crosses once and leaves has amplitude $(1-r^2)p$. Each further round trip adds two inner reflections and two crossings, hence a factor $r^2p^2$. The fraction is the sum of this geometric series, provided that $|r^2p^2|<1$.

### 2. The threshold

The denominator vanishes when

$$r^2p^2=1.$$

The numerator does not vanish there, because $p\neq0$ and $r^2\neq1$. The divergence is therefore real: outgoing waves can exist with no incident wave. Since $|p|^2=e^{gd}$, the modulus and phase of the condition are

$$|r|^2e^{gd}=1,\qquad 2nkd+2\arg r=2\pi m,$$

with $m$ an integer. The first says that gain in the slab makes good the loss through the faces. The second says that the wave returns in phase with itself.

The amplitude $r$ contains $N$, and so depends slightly on $g$. With $\kappa=g/(2k)$,

$$|r|^2=\frac{(n-1)^2+\kappa^2}{(n+1)^2+\kappa^2}.$$

The correction is of second order in $\kappa$, which is $4.8\times10^{-4}$ at threshold. It moves the threshold by about $-9\times10^{-7}$ cm⁻¹, which can be ignored. The phase of $r$ is of first order in $\kappa$, about $-2\kappa/(n^2-1)=-8.6\times10^{-5}$, which is tiny beside the phase $\pi$ that separates neighbouring resonances in $nkd$. It moves the pole about $3\times10^{-5}$ nm below $2nd/m$. This matters only within about 0.1 per cent of threshold, where the resonance becomes comparably narrow: exactly at $2nd/m$ the transmission levels off near $5\times10^7$, and the divergence occurs at the slightly shifted wavelength. So take $r$ as real, with $r^2=R$:

$$R=\left(\frac{n-1}{n+1}\right)^2,\qquad g_{\rm th}=\frac1d\ln\frac1R,\qquad \lambda_m=\frac{2nd}{m}.$$

For this slab,

$$R=\left(\frac{2.5}{4.5}\right)^2=0.3086,\qquad \ln\frac1R=1.1756,$$

$$g_{\rm th}=\frac{1.1756}{0.030\ \text{cm}}=39.2\ \text{cm}^{-1}.$$

In one crossing the intensity must grow by the factor $1/R=3.24$. The corresponding gain of the field is half as large, 19.6 cm⁻¹, so it matters which of the two a quoted gain refers to.

For the wavelength, $2nd=2100$ µm, and the order whose resonance lies closest to 1550 nm is $m=1355$. It gives $\lambda=1549.815$ nm. Raising $m$ by one changes the wavelength by about

$$\Delta\lambda=\frac{\lambda^2}{2nd}=1.144\ \text{nm}$$

in size, if the index is the same at all wavelengths.

A separate numerical search looked for the gain and wavelength at which the determinant of the four matching equations vanishes. It did not use the threshold formula, and it found 39.186 cm⁻¹ and 1549.815 nm, in agreement with the values above. These values are listed in the numerical output.

### 3. The approach to threshold

Let $\delta=nkd-m\pi$ measure the distance from a resonance, and let $a=Re^{gd}$. With $r$ real, $r^2p^2=a\,e^{2i\delta}$, so

$$T=\frac{(1-R)^2e^{gd}}{|1-a\,e^{2i\delta}|^2}.$$

The denominator is

$$1-2a\cos2\delta+a^2=(1-a)^2+4a\sin^2\delta.$$

Now define $x=d(g_{\rm th}-g)$. Because $R=e^{-g_{\rm th}d}$, we have $a=e^{-x}$, and

$$(1-a)^2=a\left(a^{-1/2}-a^{1/2}\right)^2=4a\sinh^2\frac{x}{2}.$$

A factor $4a$ comes out of the denominator. Since $e^{gd}/a=1/R$,

$$T=\frac{(1-R)^2}{4R\left[\sinh^2(x/2)+\sin^2\delta\right]}.$$

Without gain, $x=\ln(1/R)$ and $4\sinh^2(x/2)=1/R-2+R=(1-R)^2/R$. The formula then gives $T=1$ at a resonance, as it must for a lossless slab with equal faces.

Close to threshold, $\sinh(x/2)\approx x/2$, and the peak value becomes

$$T_{\rm peak}\approx\frac{(1-R)^2}{R\,x^2}=\frac{(1-R)^2}{R\,d^2(g_{\rm th}-g)^2}.$$

At 99 per cent of threshold, $x=0.01\times1.1756=0.011756$, and $T_{\rm peak}\approx1.12\times10^4$. The peak values found from the field matching are:

| $g/g_{\rm th}$ | $g$ (cm⁻¹) | $T_{\rm peak}$ |
|---|---|---|
| 0 | 0 | 1 |
| 0.50 | 19.6 | 4.36 |
| 0.90 | 35.3 | 112 |
| 0.99 | 38.8 | 11 206 |

Half of the threshold gain raises the peak only to 4.36. The large values come from the near cancellation in the denominator, when many round trips add in phase.

The right gain at the wrong wavelength gives no divergence. Midway between two resonances $\sin^2\delta=1$, and as $g$ approaches $g_{\rm th}$ from below

$$T\to\frac{(1-R)^2}{4R}=0.387.$$

The resonance also narrows. $T$ falls to half its peak where $\sin^2\delta=\sinh^2(x/2)$, so the full width in $\delta$ is $2\arcsin[\sinh(|x|/2)]$, or about $|x|$ near threshold. One mode spacing corresponds to a change of $\pi$ in $\delta$. At 99 per cent of threshold the width in wavelength is therefore

$$\frac{0.011756}{\pi}\times1.144\ \text{nm}=0.0043\ \text{nm}.$$

### 4. Above threshold

The formula for $T$ is even in $x$. It gives a peak of 112 at 90 per cent of threshold and the same 112 at 110 per cent. The second value is not a transmission that a steady beam would settle to.

The bounce series shows why. On resonance each round trip multiplies the amplitude by $a=e^{-x}$. At $1.1\,g_{\rm th}$ we have $x=-0.11756$, so after 300 round trips the amplitude has grown by about $e^{35}$. The series diverges, and the closed fraction is no longer its sum.

The rate of growth follows from the pole. Keep $N=n-i\kappa$ fixed, with $\kappa=g/(2k_0)$ and $k_0$ the resonant wavenumber, and let the wavenumber be complex, $k=k'+ik''$. The real part of $2iNkd$ is

$$-2nk''d+2\kappa k'd\approx-2nk''d+gd,$$

because $k'\approx k_0$. The modulus of the pole condition is now $\ln R-2nk''d+gd=0$, so

$$k''=\frac{g-g_{\rm th}}{2n}.$$

With $\omega=ck$, the time factor $e^{-i\omega t}$ makes the intensity vary as

$$e^{2ck''t}=\exp\left[\frac cn\,(g-g_{\rm th})\,t\right].$$

At $0.9\,g_{\rm th}$ the rate is $-33.6$ ns⁻¹: a disturbance dies out and the steady state is reached. At $1.1\,g_{\rm th}$ it is $+33.6$ ns⁻¹: any small field at the resonance, such as that from spontaneous emission, grows. The growth continues until the light reduces the gain, and the linear model has then failed. For waves at normal incidence, the threshold is thus the onset of laser oscillation. In a wide slab with the same gain in all directions, oblique waves can start to oscillate at a lower gain. With the electric field parallel to the faces the threshold is about 19 cm⁻¹ at 60° outside the slab. Near grazing exit it tends to zero for both polarisations. The value 39.2 cm⁻¹ therefore applies only where a waveguide or a narrow pumped region suppresses such waves; the normal-incidence model leaves them out.

### The model beside a real device

The index and length are roughly those of a cleaved near-infrared edge-emitting diode laser. Such a device carries a guided mode, not a plane wave, and the mode overlaps only partly with a thin active layer. This, together with internal loss, changes the gain required of the material most strongly; the first variation gives the size. The facet reflectivity of a guided mode also differs from the plane-wave value. With a rough 0.35 in place of 0.3086, and all else held fixed, the threshold falls to about 35 cm⁻¹. Dispersion acts on the mode spacing: a rough group index of 4.0 reduces it from 1.14 nm to about 1.0 nm.

Operation very close below threshold is delicate. For a rough index change of $2\times10^{-4}$ per kelvin, and neglecting dispersion, warming by 1 K moves the resonance by about 0.09 nm, roughly 20 times its width at $0.99\,g_{\rm th}$. Saturation also matters early. The linear formula would turn an input of 0.9 µW into an output of 10 mW, but at $0.99\,g_{\rm th}$ a fall of the gain by only 1 per cent doubles $x$ and cuts the peak to about a quarter. If the gain falls with output power $P$ as $1/(1+P/P_s)$, with a rough $P_s=10$ mW, this happens already at $P\approx0.1$ mW, for an input of about 0.035 µW. This estimate ignores amplified spontaneous emission, which at $0.99\,g_{\rm th}$ is already a few µW per mode and face, so that some tens of modes near the gain peak reach 0.1 mW with no input. It also keeps the index fixed. In a real diode the index changes with the gain, which also shifts the resonance and can raise the input needed at a fixed wavelength several times.

## Variation 1: internal loss and a thin active layer

*The guided mode loses intensity at the rate $\alpha=10$ cm⁻¹ by absorption and scattering, and a fraction $\Gamma=0.05$ of it overlaps with the active layer. Both are rough typical values. What material gain $g_{\rm mat}$ is needed, with $R$ unchanged?*

The pole condition contains the net growth rate of the wave. In a common approximation for a weakly amplifying layer, this rate is $\Gamma g_{\rm mat}-\alpha$. It leaves out a factor in the first term. For a TE mode, with the electric field parallel to the layer, this is the index of the layer divided by the effective index of the mode, which can raise the modal gain by about 10 per cent. For a TM mode, with $\Gamma$ taken as the fraction of the power, the factor is below 1 by a similar amount. Setting it equal to $g_{\rm th}$ gives

$$\Gamma g_{\rm mat}=g_{\rm th}+\alpha=49.2\ \text{cm}^{-1},\qquad g_{\rm mat}=\frac{49.2\ \text{cm}^{-1}}{0.05}\approx980\ \text{cm}^{-1}.$$

The value 39.2 cm⁻¹ is thus the part of the modal gain that pays for light leaving through the faces. The material must supply about 25 times as much.

## Variation 2: a perfect mirror on the back face

*The back face is coated so that it reflects with amplitude $r_2=-1$. Nothing is transmitted. Where is the threshold now?*

Look for the pole in the reflected amplitude instead. Light from air is reflected at the front face with amplitude $-r$. Light that enters, crosses, is reflected by the mirror, crosses again and leaves contributes $(1-r^2)r_2p^2$. Each further round trip multiplies this by $r\,r_2p^2$. The sum is

$$\rho=-r+\frac{(1-r^2)\,r_2p^2}{1-r\,r_2p^2}.$$

The pole lies at $r\,r_2p^2=1$. Its modulus gives $\sqrt R\,e^{gd}=1$, or

$$g_{\rm th}=\frac{1}{2d}\ln\frac1R=19.6\ \text{cm}^{-1}.$$

The threshold is half of the earlier one, because a round trip now loses light at one face instead of two. The same value follows from the original formula for an uncoated slab of thickness $2d$, the slab together with its mirror image. Only half of the resonances of that thicker slab survive, those with a node of the field at its centre. For real $r>0$, the phase condition becomes $2nkd=(2m+1)\pi$, so the resonances lie midway between the former ones in wavenumber.

## Values computed for the example and the checks

```
Index n: 3.5
Thickness d: 300 um = 0.030 cm
Facet reflectivity R: 0.3086
ln(1/R): 1.1756
Single-pass intensity gain at threshold 1/R: 3.240
Threshold gain, formula: 39.186 1/cm
Threshold gain, determinant zero: 39.186 1/cm
Threshold field gain (half): 19.59 1/cm
Resonance order m: 1355
Resonance wavelength, formula: 1549.815 nm
Resonance wavelength, determinant zero: 1549.815 nm
Mode spacing, constant index: 1.144 nm
Imaginary part of index at threshold: -4.83e-04
Threshold shift from complex facet index: -8.6e-07 1/cm
Gain 0.00 g_th = 0.00 1/cm: peak T = 1
Gain 0.50 g_th = 19.59 1/cm: peak T = 4.3556
Gain 0.90 g_th = 35.27 1/cm: peak T = 111.93
Gain 0.99 g_th = 38.79 1/cm: peak T = 11206
Gain 1.10 g_th: formal peak T (not a steady state) = 111.93
T midway between resonances at threshold: 0.3872
Resonance full width at 0.99 g_th: 0.00428 nm
Intensity rate at 0.90 g_th: -33.56 1/ns
Intensity rate at 1.10 g_th: 33.56 1/ns
Neglected effects (inputs are rough typical values):
Internal loss: 10 1/cm
Modal gain needed with loss: 49.2 1/cm
Confinement factor: 0.05
Material gain needed with loss: 984 1/cm
Guided-mode reflectivity: 0.35
Threshold with that reflectivity: 35.0 1/cm
Group index: 4.0
Mode spacing with dispersion: 1.001 nm
Index change per kelvin: 2.0e-04 1/K
Resonance shift for 1 K, constant index model: 0.089 nm
That shift in widths at 0.99 g_th: 20.7
Saturation output power: 10 mW
Input power reaching it at 0.99 g_th: 0.89 uW
```
